# Coupling asymmetry from the peak transmission of a single-level contact

**Question**

I am working on an exercise about the narrowest part of a metal filament in a resistive memory cell. One atom, with one relevant energy level, sits between two wide-band electrodes. The transmission reaches a peak of only 0.36, and I have to deduce that the two coupling widths differ by a factor of nine.

I thought that an electron at the energy of the level should pass with certainty, so I don't see why the peak is below one. I tried setting the ratio of the widths equal to 0.36, but that gives a factor of 2.8. Where does nine come from? Can I tell which electrode is coupled more strongly? And if a real filament has a conductance of 0.36 in units of \(2e^2/h\), may I draw the same conclusion?

**Answer**

Resonance gives perfect transmission when the two couplings are equal. When they differ, part of the wave is reflected even at the energy of the level, and the size of that reflection fixes the ratio. To see this, solve the scattering problem from the start.

**The model**

Assume one level of energy \(\varepsilon\), the same for both spins, with no interaction between electrons, no loss of phase and no path around the atom. Transmission is counted per spin. The algebra uses atomic units, so \(\hbar=1\).

Represent each electrode by a half-infinite chain of sites \(n=1,2,\dots\), counted away from the atom, with hopping \(-t_e\). Let \(\psi_0\) be the amplitude on the level, which is joined to the chain ends by hoppings \(-v_L\) and \(-v_R\), with \(v_L,v_R>0\). Inside a chain,

\[
E\psi_n=-t_e(\psi_{n-1}+\psi_{n+1}).
\]

The waves \(e^{\pm ikn}\) solve this with \(E=-2t_e\cos k\). For \(0<k<\pi\) the velocity \(dE/dk=2t_e\sin k\) is positive, so \(e^{ikn}\) travels away from the atom and \(e^{-ikn}\) towards it. Send in a unit wave from the left:

\[
\psi_n^L=e^{-ikn}+r\,e^{ikn},\qquad \psi_n^R=t\,e^{ikn}.
\]

The velocity is the same in both chains, so the transmission is \(T=|t|^2\).

**Matching at the atom**

The first site on the left has the level as its neighbour:

\[
E\psi_1^L=-t_e\psi_2^L-v_L\psi_0 .
\]

The wave formula, continued to \(n=0\), has the value \(1+r\) there and obeys the chain equation \(E\psi_1^L=-t_e\psi_2^L-t_e(1+r)\). Subtracting the two equations, and doing the same on the right, gives

\[
t_e(1+r)=v_L\psi_0,\qquad t_e\,t=v_R\psi_0. \tag{1}
\]

The equation for the level itself is

\[
(E-\varepsilon)\psi_0=-v_L\left(e^{-ik}+r\,e^{ik}\right)-v_R\,t\,e^{ik}.
\]

Insert \(r=v_L\psi_0/t_e-1\) and \(t=v_R\psi_0/t_e\) from (1). The first bracket becomes

\[
e^{-ik}-e^{ik}+\frac{v_L}{t_e}\psi_0e^{ik}
=-2i\sin k+\frac{v_L}{t_e}\psi_0e^{ik}.
\]

Collecting the terms in \(\psi_0\) on the left,

\[
\left[E-\varepsilon+\frac{v_L^2+v_R^2}{t_e}e^{ik}\right]\psi_0=2iv_L\sin k. \tag{2}
\]

Now define the coupling widths

\[
\Gamma_\alpha=\frac{2v_\alpha^2\sin k}{t_e}\quad(\alpha=L,R),\qquad \Gamma=\Gamma_L+\Gamma_R .
\]

Since \(e^{ik}=\cos k+i\sin k\), the imaginary part of the bracket in (2) is \(\Gamma/2\). The real part contains a shift, which with \(\cos k=-E/(2t_e)\) equals \(-(v_L^2+v_R^2)E/(2t_e^2)\).

"Wide band" means \(t_e\to\infty\) with \(v_\alpha^2/t_e\) held fixed. Then \(\sin k\to1\), the widths become constants, and the shift vanishes as \(1/t_e\). Using \(t=v_R\psi_0/t_e\) and \(2v_Lv_R\sin k/t_e=\sqrt{\Gamma_L\Gamma_R}\),

\[
t=\frac{i\sqrt{\Gamma_L\Gamma_R}}{E-\varepsilon+i\Gamma/2},\qquad
T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+(\Gamma/2)^2}. \tag{3}
\]

The widths have a direct meaning. Without an incoming wave the right side of (2) is zero, so a nonzero \(\psi_0\) requires \(E=\varepsilon-i\Gamma/2\). The amplitude \(e^{-iEt'}\) at time \(t'\) then gives a probability that decays as \(e^{-\Gamma t'}\). In ordinary units \(\Gamma_\alpha/\hbar\) is the rate at which an electron on the level escapes when electrode \(\alpha\) alone is attached. If you use half-widths instead, both are halved and their ratio is unchanged.

**From the peak to the factor of nine**

The denominator in (3) is smallest at \(E=\varepsilon\), so

\[
T_{\max}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}. \tag{4}
\]

Equal widths give one, as you expected. For unequal widths, look at what is missing from one:

\[
1-T_{\max}
=\frac{(\Gamma_L+\Gamma_R)^2-4\Gamma_L\Gamma_R}{\Gamma^2}
=\left(\frac{\Gamma_L-\Gamma_R}{\Gamma}\right)^2. \tag{5}
\]

With \(T_{\max}=0.36\) the left side is \(0.64\), and hence

\[
|\Gamma_L-\Gamma_R|=0.8\,\Gamma .
\]

The sum of the widths is \(\Gamma\) and their difference is \(0.8\,\Gamma\). The larger is therefore \((1+0.8)\Gamma/2=0.9\,\Gamma\), the smaller is \((1-0.8)\Gamma/2=0.1\,\Gamma\), and

\[
\frac{\Gamma_>}{\Gamma_<}=\frac{0.9}{0.1}=9 .
\]

Putting this back into (4) gives \(4\times9/(1+9)^2=0.36\).

Exchanging \(L\) and \(R\) leaves (4) unchanged, so the peak height cannot tell you which electrode has the larger width. A numerical search agrees. With chain hopping 100 eV, a level at 0.3 eV and \(\Gamma=1\) eV, I solved the matching equations without formula (3) and looked for the ratios \(\Gamma_L/\Gamma_R\) whose peak is 0.36. The two solutions are 9.0000 and 0.1111.

**Why the wave is reflected on resonance**

At \(E=\varepsilon\) in the wide-band limit, (2) gives \(\psi_0=4v_L/\Gamma\). Equation (1) then yields

\[
r=-1+\frac{v_L\psi_0}{t_e}=-1+\frac{2\Gamma_L}{\Gamma}
=\frac{\Gamma_L-\Gamma_R}{\Gamma}.
\]

The \(-1\) is the reflection from a chain end with no atom attached. The second term is the wave that the level sends back into the left electrode. For equal widths the two cancel and everything passes. Here, if the left coupling is the stronger, the returned wave is \(+1.8\), and \(r=0.8\) remains. If the left coupling is the weaker, the returned wave is \(+0.2\), and \(r=-0.8\). Either way the reflected probability is \(0.64\).

**General ratio and two limits**

The same steps for any peak height give

\[
q=\frac{\Gamma_>}{\Gamma_<}=\frac{1+\sqrt{1-T_{\max}}}{1-\sqrt{1-T_{\max}}}. \tag{6}
\]

For a small peak, \(\sqrt{1-T_{\max}}\approx1-T_{\max}/2\), so \(q\approx4/T_{\max}\). The height is then about \(4\Gamma_</\Gamma_>\), so it depends on both widths: strengthening only the stronger coupling lowers the peak. Near perfect transmission, \(q\approx1+2\sqrt{1-T_{\max}}\). The square root makes the peak a poor detector of small asymmetry: at \(T_{\max}=0.99\), equation (6) already gives \(q=1.1/0.9\approx1.22\).

To see how a reading error matters, write (4) as \(T_{\max}=4q/(1+q)^2\) and differentiate its logarithm:

\[
\frac{dT_{\max}}{T_{\max}}
=\left(\frac1q-\frac{2}{1+q}\right)dq
=\frac{1-q}{1+q}\,\frac{dq}{q}.
\]

At \(q=9\) the factor is \(-0.8\). A peak read 1% too low therefore makes the ratio about 1.25% too high. For the larger errors of \(\pm0.01\) in the peak itself, (6) gives 9.32 at 0.35 and 8.70 at 0.37.

**Finding both widths: a worked case**

The height fixes the ratio, and the width of the curve fixes the sum. From (3), \(T\) falls to half its peak when \((E-\varepsilon)^2=(\Gamma/2)^2\), that is, at \(E=\varepsilon\pm\Gamma/2\). The full width at half maximum is \(\Gamma\).

Take a full width of 1.0 eV as a round model value. The couplings are then 0.9 eV and 0.1 eV. If the electrodes are alike, \(\Gamma_\alpha\propto v_\alpha^2\), and the hoppings differ by \(\sqrt9=3\).

As a check on the meaning of these widths, I followed the decay of an occupied level into a chain with hopping 100 eV. The rates times \(\hbar\) were 0.902 eV and 0.100 eV. The small excess in the first comes from the finite band: the shift in (2) changes the rate by the factor \(1+\Gamma_\alpha/(4t_e)\) to leading order, which is 1.002 for 0.9 eV.

To turn transmission into conductance, count the arriving electrons. The states per unit length and spin in \(dk\) number \(dk/2\pi\), and they move at speed \((1/\hbar)dE/dk\), so they arrive at a rate \(dE/h\). A fraction \(T(E)\) passes. Electrons from the other side have the same \(T(E)\), because (3) is symmetric in \(L\) and \(R\). With occupations \(f_L\) and \(f_R\) and two spins, the magnitude of the current is

\[
I=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE .
\]

At low temperature and small voltage \(V\), the bracket is one in a window of width \(eV\) and zero elsewhere. Thus \(G=I/V=(2e^2/h)T\), with \(T\) taken at the Fermi energy. If the level lies there,

\[
G=0.36\times77.48\ \mu\text{S}=27.9\ \mu\text{S},
\]

or a resistance of 35.9 kΩ.

**Why the word "peak" matters**

Your last question has a different answer, because one conductance reading gives \(T\) at the Fermi energy, which need not be the peak. If the level is a distance \(\delta\) away, (3) and (4) give

\[
T=\frac{T_{\max}}{1+4\delta^2/\Gamma^2}. \tag{7}
\]

A symmetric contact has \(T_{\max}=1\). It transmits 0.36 when

\[
\frac{4\delta^2}{\Gamma^2}=\frac1{0.36}-1=\frac{16}{9},
\qquad \delta=\frac23\Gamma .
\]

For \(\Gamma=1.0\) eV this is 0.67 eV. A single reading of 0.36 is thus compatible with equal couplings. Within this model \(T\le T_{\max}\), so the reading tells you that the ratio is at most nine. A parallel path past the atom removes this bound: if a separate channel carries 0.006 of the 0.36, the level carries 0.354 and the ratio can be 9.19. To establish that it equals nine you must know that the level is on resonance, for example by moving it through the Fermi energy and recording the maximum.

**Does the band have to be wide?**

The wide band gives the simple curve (3), but for two identical electrodes the peak height survives without it. The ratio \(\Gamma_L/\Gamma_R=v_L^2/v_R^2\) is then the same at every energy. Keeping the real shift in (2), the denominator of \(T\) is a squared real part plus \((\Gamma/2)^2\). Hence \(T\) can nowhere exceed \(4\Gamma_L\Gamma_R/\Gamma^2\), and it reaches this value where the real part vanishes, provided that this energy lies inside the band. For a 10 eV band with the level 0.5 eV above its centre, and hoppings that give 0.9 and 0.1 eV at the centre, the computed peak is 0.3600. Only the height survives: the shift moves the peak to \(0.5/0.9=0.556\) eV and the full width becomes about 1.10 eV, so reading \(\Gamma\) from the width is then 10% off. If the electrodes have different bands, the ratio can vary with energy and this argument no longer applies.

**How a real filament differs**

In an electrochemical metallization memory cell, a metal filament grows through an insulating layer, and its narrowest part can be a few atoms or one. The widths 0.9 and 0.1 eV are model values. In a 10 eV band they correspond to hoppings of 0.42 and 0.14 of \(t_e\), so both bonds are weakened. A full bond, \(v_\alpha=t_e\), gives 5 eV per side, comparable with the band, and the wide-band curve (3) no longer applies. A well-bonded one-atom contact of a metal such as silver conducts close to \(2e^2/h\), so 0.36 is far from typical of a good contact. An ordinary two-terminal cell has no gate to sweep the level, and the resonance assumption is the first to question.

The following estimates keep the widths at 0.9 and 0.1 eV, change one thing at a time, and ask what ratio you would infer from (6).

- **Level position.** A level 0.2 eV off resonance gives \(0.36/1.16=0.310\) and an apparent ratio of 10.8. This is a large shift, but it depends on the chosen 0.2 eV.
- **Temperature.** Heat averages \(T(E)\) over a few \(k_BT\), which is small compared with \(\Gamma\). The ratio becomes 9.10 at 300 K and 9.14 at 358 K, with the level at the Fermi energy.
- **Read voltage.** At 0.1 V and low temperature, averaging over the voltage window gives 9.04 if the level stays midway between the two Fermi energies, and 9.15 if it stays at one of them.
- **Direct tunnelling.** A rough estimate for a path past the atom is \(e^{-2\kappa d}\), with \(\kappa=\sqrt{2m_e\phi}/\hbar\). A barrier \(\phi=1\) eV and a gap \(d=0.5\) nm give 0.006. Added as a separate channel, this makes the total 0.366 and the ratio 8.82. As a direct hopping between the chain ends, where the two paths interfere, it gives a peak of 0.364 and a ratio of 8.88, but this peak lies about 0.05 eV from the level; with the level at the Fermi energy the transmission is 0.360 and the ratio 9.01. The estimate 0.006 uses the free-electron mass and omits a prefactor of order one. In an insulator the effective mass is usually smaller: half the free mass gives 0.027 and, as a separate channel, a ratio of 8.2, while 0.15 of it gives 0.14 and a ratio of 5.9.

Loss of phase can be modelled by a third electrode of width \(\Gamma_\phi\) that returns every electron it takes, with no memory of its phase. The matching above, repeated with three chains, gives \(T_{ij}=4\Gamma_i\Gamma_j/(\Gamma+\Gamma_\phi)^2\) on resonance. An electron that enters the third electrode eventually leaves to the right with probability \(\Gamma_R/\Gamma\). The total is

\[
T_{\text{eff}}=\frac{4\Gamma_L\Gamma_R+4\Gamma_L\Gamma_\phi(\Gamma_R/\Gamma)\,}{(\Gamma+\Gamma_\phi)^2}
=\frac{4\Gamma_L\Gamma_R}{\Gamma(\Gamma+\Gamma_\phi)} .
\]

For \(\Gamma_\phi=0.02\) eV this is \(0.36/1.02=0.353\), and the apparent ratio is 9.22.

**When electrons repel each other**

Repulsion \(U\) between two electrons on the atom can invalidate the one-electron picture itself. A mean-field estimate gives a first scale for \(U\). The share of the level per unit energy at \(E\) follows from \(|\psi_0|^2\,dk/2\pi\) in (2), with \(dk=dE/(2t_e\sin k)\), summed over waves from both sides. It is \((\Gamma/2\pi)/[(E-\varepsilon)^2+\Gamma^2/4]\). Integrating up to a Fermi energy at zero gives the occupation per spin,

\[
n=\frac12-\frac1\pi\arctan\frac{2\varepsilon}{\Gamma}.
\]

In mean field, each spin feels \(U\) times the occupation of the other. Suppose the level is half filled on average and the spin occupations differ by \(m\). The two spin levels then sit at \(\mp Um/2\), and consistency requires

\[
m=\frac2\pi\arctan\frac{Um}{\Gamma}.
\]

For \(m>0\) the right side starts with slope \(2U/(\pi\Gamma)\) and bends downward. A nonzero solution therefore needs \(U>\pi\Gamma/2\), which is 1.57 eV here. Solving by iteration gives no moment at 0.8 of this value and \(m=0.44\) at 1.2 of it. This threshold belongs to the mean-field approximation and is not a sharp transition of a real atom. It also overstates the danger in this half-filled case. At zero temperature the Friedel sum rule keeps the conductance of a half-filled level at \((2e^2/h)T_{\max}\), with \(T_{\max}\) from (4), because the electrodes screen the moment (the Kondo effect). At 1.2 times the threshold, mean field with (7) and \(\delta=Um/2\) would give 0.21, whereas perturbation theory to second order in \(U\) gives about 0.34 at 300 K, an apparent ratio near 9.5. Equation (4) fails seriously when \(U\) is so large compared with \(\Gamma\) that the screening energy drops to the temperature or the bias, or when the level is away from half filling.

So your exercise gives nine because it specifies the peak of a single, coherent, non-interacting level. For your filament, the reading alone does not supply those conditions. The numerical output below lists the main values used here.

## Computed results

```
Input peak transmission per spin: 0.36
Input full width at half maximum: 1.00 eV
Width ratio from formula: 9.0000
Width ratios from lattice search: 9.0000, 0.1111
Larger and smaller width: 0.900 eV, 0.100 eV
Hopping ratio, equal electrodes: 3.000
Reflection amplitude at peak, lattice: 0.8000
Reflection probability at peak: 0.6400
Full width at half maximum, lattice: 1.0000 eV
hbar x decay rates, lattice: 0.9020 eV, 0.1000 eV
Line-shape error, hopping 100 eV: 7.49e-04
Line-shape error, hopping 1000 eV: 7.50e-05
Current per spin, time evolution: 0.02536 eV/hbar (x e)
Current per spin, transmission: 0.02533 eV/hbar (x e)
Conductance quantum 2e^2/h: 77.48 uS
Peak conductance: 27.89 uS
Peak resistance: 35.85 kohm
Finite band: width 10.0 eV, level 0.5 eV above centre, peak 0.3600
Symmetric contact gives 0.36 at detuning: 0.6667 eV
Neglected effects: apparent transmission, apparent ratio
  Temperature 300 K: 0.3569, 9.10
  Temperature 358 K: 0.3557, 9.14
  Bias 0.1 V, level midway: 0.3588, 9.04
  Bias 0.1 V, level pinned: 0.3553, 9.15
  Level 0.2 eV off resonance: 0.3103, 10.80
  Phase breaking 0.02 eV: 0.3529, 9.22
  Direct tunnelling, same mode: 0.3638, 8.88
  Direct tunnelling, separate mode: 0.3660, 8.82
  Peak read 0.01 too low: 0.3500, 9.32
  Peak read 0.01 too high: 0.3700, 8.70
Direct path: barrier 1.0 eV, gap 0.5 nm, transmission 0.0060
Mean-field moment threshold: 1.571 eV
Moment at 0.8 and 1.2 of threshold: 0.0000, 0.4427 (spin-up minus spin-down electrons)
```
